\section*{When density inversion fixes the potential offset between two separated fragments}

\section{The practical decision}

A density-to-potential inversion for two well-separated fragments returns the potential on both fragments, and with it the offset of one fragment's potential relative to the other. One must decide whether to take this offset from the inversion or to fix it by an outside condition. The decision hangs on one eigenvalue $\lambda_1$ of the static density response, that of its step-shaped mode. A target density that misplaces a charge $q$ from the bulk of one fragment to the bulk of the other shifts the offset, in linear response (valid only while the shift is small against the lowest excitation energy), by $q(1/N_L+1/N_R)/\lambda_1$ for $N_L$ and $N_R$ electrons on the fragments, that is by $2q/\lambda_1$ for one electron on each. If the occupied orbitals can be localized on the fragments, an integer number on each, with a gap to the empty levels, then $\lambda_1$ falls exponentially with the separation. If one occupied orbital is shared by both fragments, the same mode has an exponentially large eigenvalue and the offset is sharply fixed. Weak coupling alone does not decide between the two cases.

\section{Model and response operator}

Hartree atomic units are used. The particles are non-interacting spinless fermions in one dimension, $H=-\tfrac12\partial_x^2+v$, as in a Kohn--Sham inversion; pairing the spins doubles both the response and the density and leaves $\lambda$ unchanged. The potential has two identical short-range wells at $\pm R/2$, each with lowest level $-\kappa^2/2$. The lowest real orbitals are $\phi_0$ (even) and $\phi_1$ (odd, positive for $x>0$), with $\Delta=\varepsilon_1-\varepsilon_0$, $\bar\varepsilon=(\varepsilon_0+\varepsilon_1)/2$ and $E_g=\varepsilon_2-\varepsilon_1$. The localized orbitals are $\phi_{R,L}=(\phi_0\pm\phi_1)/\sqrt2$, and $A=\phi_L(0)=\phi_R(0)$. In the barrier $\phi_L\simeq Ae^{-\kappa x}$ and $\phi_R\simeq Ae^{\kappa x}$, with $A^2\propto e^{-\kappa R}$.

For $\delta v=f$, first-order theory gives $\delta\phi_i=-\sum_a\phi_a\langle a|f|i\rangle/(\varepsilon_a-\varepsilon_i)$ and $\delta n=2\sum_i\phi_i\delta\phi_i\equiv\chi f$. Terms with both indices occupied cancel in pairs, because the denominator changes sign under $i\leftrightarrow a$. Hence
\begin{equation}
-\langle f|\chi|f\rangle=2\sum_{i\,\mathrm{occ}}\sum_{a\,\mathrm{empty}}\frac{|\langle a|f|i\rangle|^2}{\varepsilon_a-\varepsilon_i}\ge0 .
\label{form}
\end{equation}
The eigenproblem is taken with the density as weight,
\begin{equation}
-\chi f=\lambda\,n f ,
\end{equation}
so that a function is not counted as soft merely because it lives where there are no electrons; $\lambda$ has the unit 1/hartree. A constant gives $\lambda_0=0$. Along any other mode the inversion reads $\delta v=-\delta n/(\lambda n)$, so a relative density error is amplified by $1/\lambda$.

\section{Why the response is small for one electron per well}

Take $N=2$ and let $Q$ project on the empty orbitals. Inside the left well the density is $\phi_L^2$, which determines $v-\varepsilon_L=\phi_L''/(2\phi_L)$; the right well determines $v-\varepsilon_R$. Only the tails connect $\varepsilon_L$ with $\varepsilon_R$. In operator form, $Q\phi_L=Q\phi_R=0$ implies
\begin{equation}
Qf\phi_L=Q(f+1)\phi_L,\qquad Qf\phi_R=Q(f-1)\phi_R .
\end{equation}
For $f$ equal to $-1$ on the left and $+1$ on the right, both products vanish where the orbital is large.

This gives a rigorous bound. Let $f=\mathrm{sgn}\,x$, which obeys $\int nf=0$ and $\int nf^2=2$. Every denominator in \eqref{form} is at least $E_g$. Since $f^2=1$ and parity removes the diagonal elements,
\begin{equation}
\sum_i\|Qf\phi_i\|^2=\sum_i\langle i|f^2|i\rangle-\sum_{ij}|\langle i|f|j\rangle|^2=2-2s^2,\qquad s=2\int_0^\infty\!\phi_0\phi_1\,dx .
\end{equation}
With $\int_0^\infty\phi_0^2=\int_0^\infty\phi_1^2=\tfrac12$,
\begin{equation}
1-s=\int_0^\infty(\phi_0-\phi_1)^2dx=2w,\qquad w=\int_0^\infty\phi_L^2\,dx\simeq\frac{A^2}{2\kappa},
\end{equation}
and $1-s^2=4w(1-w)$. Dividing by $\int nf^2=2$, the Rayleigh quotient of the step obeys
\begin{equation}
\lambda_1\le\lambda_{\rm step}\le\frac{2(1-s^2)}{E_g}=\frac{8w(1-w)}{E_g},
\label{bound}
\end{equation}
where $\lambda_1$ is the lowest nonzero eigenvalue in a finite basis. It belongs to the step-shaped mode derived below as long as that mode lies under the grid floor $c$ discussed later; otherwise $\lambda_1$ in the following formulas means the eigenvalue of the step-shaped mode, not the lowest one. Parity gives the exact form of this bound, but the smallness does not need it. For localized occupied orbitals with wrong-side weights $w_i$ relative to a dividing surface, $\|Q(f\pm1)\phi_i\|^2\le4w_i$, and the sum of these norms is invariant under rotations among occupied orbitals, so $-\langle f|\chi|f\rangle\le8\sum_iw_i/E_g$. Removing the constant from $f$ leaves the norm $\int nf^2-(\int nf)^2/N\simeq4N_LN_R/N$ with $N=N_L+N_R$, hence $\lambda_1\lesssim2N\sum_iw_i/(N_LN_RE_g)$, which is $8w/E_g$ for the present case. This version holds in three dimensions and for unequal fragments; the prefactors below are specific to one dimension.

The scale $A^2$ is tied to the splitting by Herring's identity. Multiplying the equation of $\phi_1$ by $\phi_0$, that of $\phi_0$ by $\phi_1$, and subtracting gives $\Delta\,\phi_0\phi_1=-\tfrac12(\phi_0\phi_1'-\phi_1\phi_0')'$. Integration over $x>0$ with $\phi_1(0)=0$ gives $\Delta s=\phi_0(0)\phi_1'(0)$. With $\phi_0(0)=\sqrt2A$, $\phi_1'(0)\simeq\sqrt2\kappa A$ and $s\simeq1$,
\begin{equation}
\Delta\simeq2\kappa A^2 .
\label{herring}
\end{equation}

\section{How large: leading order in $A^2$}

Three simplifications hold at leading order. Replacing $\varepsilon_i$ by $\bar\varepsilon$ in \eqref{form} costs a relative error of at most about $\Delta/2E_g$ and makes the sum invariant under the rotation to $\phi_{L,R}$. The exact relation $(H-\bar\varepsilon)\phi_L=-\tfrac\Delta2\phi_R$ has a right side of relative size $\Delta e^{2\kappa x}$, negligible except near the right well, where $\phi_L^2$ is of order $A^4$. The projection on $\phi_R$ removes nothing for odd $f$: $\phi_L\phi_R=(\phi_0^2-\phi_1^2)/2$ is even and integrates to zero, so $\langle\phi_R|(f+1)|\phi_L\rangle=0$. The first two are estimates, not bounds; the numerical section shows the size of what remains.

With $\phi_L$ treated as an eigenfunction, $(H-\bar\varepsilon)(\phi_Lu)=-(\phi_L^2u')'/(2\phi_L)$ by the product rule. Writing $\delta\phi_L=\phi_Lu$, the first-order equation $(H-\bar\varepsilon)\delta\phi_L=-(f+1-\mu)\phi_L$, with $\mu=\langle\phi_L|(f+1)|\phi_L\rangle$, becomes
\begin{equation}
J'=2(f+1-\mu)\phi_L^2,\qquad J=\phi_L^2u' .
\label{J}
\end{equation}

\subsection{Sharp step}
The contribution of $\phi_L$ to \eqref{form} is $2T$ with $T=-\int(f+1-\mu)\phi_L^2u=-\tfrac12\int J'u=\tfrac12\int J^2/\phi_L^2$. For the step $\mu=2w=A^2/\kappa$. For $x>0$, $J=-4\int_x^\infty\phi_L^2=-(2A^2/\kappa)e^{-2\kappa x}$. For $x<0$ in the barrier, $J=-2\mu\int_{-\infty}^x\phi_L^2\simeq-2A^2/\kappa$. Each side contributes $\tfrac12(4A^2/\kappa^2)(1/2\kappa)=A^2/\kappa^3$, so $T=2A^2/\kappa^3$. Two orbitals give $-\langle f|\chi|f\rangle=4T$, and division by 2 gives
\begin{equation}
\lambda_{\rm step}=\frac{4A^2}{\kappa^3}=\frac{2\Delta}{\kappa^4}.
\end{equation}

\subsection{The eigenmode}
The eigenvalue equation is $\phi_L\delta\phi_L+\phi_R\delta\phi_R=-\lambda nf/2$. By \eqref{bound} $\lambda$ is of order $A^2$, so the right side is of order $A^4$ near the middle and of order $A^2$ only in the wells, where $f=\mp1$. It is absorbed by a constant in $u$: in the left well $\phi_L\delta\phi_L$ contains $+\lambda\phi_L^2/2$, which leaves $J$ unchanged. For the remaining parts,
\begin{equation}
\phi_L\delta\phi_L=m,\qquad\phi_R\delta\phi_R=-m .
\end{equation}
From $u=me^{2\kappa x}/A^2$ follows $J=m'+2\kappa m$; the same step for $\phi_R$, with $-me^{-2\kappa x}/A^2$, gives $-m'+2\kappa m$. Dropping $\mu$, which is justified below,
\begin{align}
m''+2\kappa m'&=2(f+1)A^2e^{-2\kappa x},\label{a}\\
-m''+2\kappa m'&=2(f-1)A^2e^{2\kappa x}.\label{b}
\end{align}
Multiplying \eqref{a} by $e^{2\kappa x}$, \eqref{b} by $e^{-2\kappa x}$ and subtracting removes $f$:
\begin{equation}
2m''\cosh2\kappa x+4\kappa m'\sinh2\kappa x=4A^2,\qquad\text{that is}\qquad(m'\cosh2\kappa x)'=2A^2 .
\end{equation}
Reflection exchanges $L$ and $R$ and reverses $f$, so $\phi_R\delta\phi_R(x)=-m(-x)$. Thus $m$ is even, $m'$ is odd, and the integration constant vanishes: $m'=2A^2x\,\mathrm{sech}\,2\kappa x$. Adding \eqref{a} and \eqref{b} gives $4\kappa m'=4A^2(f\cosh2\kappa x-\sinh2\kappa x)$, hence
\begin{equation}
f=\tanh2\kappa x+2\kappa x\,\mathrm{sech}^22\kappa x .
\label{mode}
\end{equation}
A constant added to $m$ corresponds to $\delta\phi_L\propto\phi_R$, $\delta\phi_R\propto-\phi_L$, because $\phi_L\phi_R=A^2$. This is a rotation among occupied orbitals, which $Q$ excludes, so $m\to0$ toward both wells. Integrating \eqref{a} across the barrier then gives $\mu=\tfrac12[m'+2\kappa m]=0$ at order $A^2$, as assumed. With $y=2\kappa x$, $df/dy=2\,\mathrm{sech}^2y\,(1-y\tanh y)$, so $f$ overshoots 1 and peaks at $y\tanh y=1$.

Normalization fixes the eigenvalue: $0=\int\phi_L\delta\phi_L=\int m+\lambda_1/2$. Integration by parts gives $\lambda_1=2\int xm'\,dx=4A^2(2\kappa)^{-3}\int y^2\,\mathrm{sech}\,y\,dy$. The expansion $\mathrm{sech}\,y=2\sum_k(-1)^ke^{-(2k+1)y}$ for $y>0$ gives $8\sum_k(-1)^k(2k+1)^{-3}$ for the full line. The sine series $x(\pi-x)=(8/\pi)\sum_k\sin[(2k+1)x]/(2k+1)^3$ at $x=\pi/2$ gives $\pi^3/32$ for the sum, so the integral is $\pi^3/4=7.7516$. With \eqref{herring},
\begin{equation}
\lambda_1=\frac{\pi^3A^2}{8\kappa^3}=\frac{\pi^3\Delta}{16\kappa^4}.
\label{main}
\end{equation}
The coefficient $\pi^3/8=3.876$ lies just below the 4 of the sharp step, as the variational inequality requires. At this order the well shape enters only through $\kappa$ and $\Delta$. Long-range wells spoil the pure exponentials in the barrier and with them the prefactor, but not the bound \eqref{bound}.

\section{In what sense the eigenvalue is isolated}

In the continuum, a potential oscillating with large wave number $k$ has $\lambda\simeq2/(k^2/2)$, so eigenvalues accumulate at zero and \eqref{main} is not the bottom of the spectrum. What remains true is that the step has weight at most $\lambda_{\rm step}/\lambda^*$ on eigenvalues above any $\lambda^*$, since its mean eigenvalue is $\lambda_{\rm step}$ and all are non-negative.

On a grid the accumulation is cut off. With $g=\sqrt n f$ and $D_i=\phi_i/\sqrt n$, the operator is $\sum_iD_iQ\,2(H-\varepsilon_i)^{-1}QD_i$. Every denominator is at most $\varepsilon_{\max}-\varepsilon_0$, and $\sum_iD_i^2=1$, so
\begin{equation}
n^{-1/2}(-\chi)n^{-1/2}\ge c\Big(1-\sum_{ij}\Big|\frac{\phi_i\phi_j}{\sqrt n}\Big\rangle\Big\langle\frac{\phi_i\phi_j}{\sqrt n}\Big|\Big),\qquad c=\frac{2}{\varepsilon_{\max}-\varepsilon_0}.
\end{equation}
The sum is invariant under the rotation to $\phi_{L,R}$. On the space orthogonal to $\phi_L^2/\sqrt n$ and $\phi_R^2/\sqrt n$ only the two cross terms survive, and the min--max principle gives $\lambda_2\ge c\,(1-2\int\phi_L^2\phi_R^2/n)$, where the correction is $A^2\int\mathrm{sech}\,2\kappa x\,dx=\pi A^2/2\kappa$. For a sinc grid of spacing $h$, $\varepsilon_{\max}\simeq\pi^2/2h^2$ and $c\simeq4h^2/\pi^2$, independent of $R$. At most two modes lie below this floor, the constant and the relative shift. The shift mode lies below it only if $\pi^3\Delta/16\kappa^4<c$; at smaller $R$ or on a finer grid (for the wells of the next section, $R\lesssim7.5$ bohr at $h=0.1$ bohr) it sits among the short-wavelength modes and has to be picked out by its overlap with the step.

\section{Numbers for a double well}

Take $v=-\mathrm{sech}^2(x-R/2)-\mathrm{sech}^2(x+R/2)$. Because $\mathrm{sech}''=\mathrm{sech}-2\,\mathrm{sech}^3$, a single well has the orbital $\mathrm{sech}(y)/\sqrt2$ at $-\tfrac12$, so $\kappa=1$. Its tail $\sqrt2e^{-|y|}$ at distance $R/2$ gives $A^2=2e^{-R}$, hence $\Delta=4e^{-R}$, $\lambda_{\rm step}=8e^{-R}$ and $\lambda_1=\pi^3e^{-R}/4$. The numerical check diagonalizes $H$ and the weighted response on a sinc grid with $h=0.1$ bohr and walls 10 bohr beyond the wells.

At $R=10$ bohr, $\Delta=1.8160\times10^{-4}$ hartree, and \eqref{main} gives $3.8758\times1.8160\times10^{-4}/2=3.5192\times10^{-4}$ against the computed $3.5189\times10^{-4}$, a deviation of about $10^{-4}$ relative to the formula. A finite-difference response along the mode gives the same value. The step gives $3.6319\times10^{-4}$. The upper bound is $8\times4.532\times10^{-5}/0.5072=7.15\times10^{-4}$, twice the actual value. At $R=16$ bohr $\lambda_1=8.7232\times10^{-7}$, the mode departs from \eqref{mode} by at most $1.1\times10^{-5}$ on a scale of 1 for $|x|<R/2+3$ bohr, and its largest grid value is 1.196. Gaussian wells $-2e^{-(x\mp6)^2}$, with $\kappa=1.5412$ and $\Delta=1.2114\times10^{-7}$, test the power of $\kappa$: formula and diagonalization both give $4.1605\times10^{-8}$. The next eigenvalue at $R=10$ is $\lambda_2=4.087\times10^{-3}$, just above $c=4.070\times10^{-3}$. Doubling $h$ raises $\lambda_2$ to $1.647\times10^{-2}$ and leaves $\lambda_1$ unchanged to the printed digits.

For $\delta v=\eta f$ the right fragment loses the charge $q=\eta\lambda_1$ and the offset is $2\eta=2q/\lambda_1$. For a density error of any shape, projection on the mode gives $\eta=-\int f\,\delta n/(2\lambda_1)$, so the charge that counts is $q=-\tfrac12\int f\,\delta n$. It equals the charge moved across $x=0$ only when the error sits where $f=\mp1$. Charge displaced near the middle counts less, charge near the maximum of $f$ counts more, and a rearrangement between tail and well can shift the offset with no charge crossing $x=0$. For $N_L$ and $N_R$ electrons a mode with values $f_L$, $f_R$ on the fragments obeys $N_Lf_L+N_Rf_R=0$ and moves $q=\eta\lambda_1N_Rf_R$, so the offset is $\eta(f_R-f_L)=q(1/N_L+1/N_R)/\lambda_1$; with paired spins in the present model this is $q/\lambda_1$. Misplacing $q=10^{-6}$ electron at $R=10$ gives $2\times10^{-6}/3.5189\times10^{-4}=5.684\times10^{-3}$ hartree. A full Newton inversion of that target returns $5.683\times10^{-3}$ hartree, or 0.155 eV, with residual $\int|\delta n|=2\times10^{-13}$. The inversion is locally unique up to a constant, since $\lambda_1>0$; the difficulty is conditioning. At $R=14$ the linear estimate is 0.31 hartree, comparable to $E_g$ and therefore outside the linear regime; since the moved charge grows faster than linearly in the shift (next section), the linear value overestimates the offset.

\section{Finite shifts}

The insensitivity survives beyond linear order. Each shifted orbital stays normalized, so the charge moved across $x=0$ is the wrong-side weight of the right orbital minus that of the left, and both scale as $A^2$. For $2\eta=0.20$ hartree (5.44 eV) at $R=10$ it is $4.12\times10^{-5}$, against the linear $3.52\times10^{-5}$, and its ratio between $R=16$ and $R=12$ is $1.0000\,e^{-4}$.

The total change $\int|\delta n|=1.21\times10^{-4}$ exceeds the linear $2\times3.52\times10^{-5}$, and its ratio is $1.14\,e^{-4}$. The extra growth comes from second order. The level sum changes by $\tfrac12\eta^2\langle f|\chi|f\rangle=-\eta^2\lambda_1$ (computed $-3.5215\times10^{-8}$ against $-3.5189\times10^{-8}$ hartree at $\eta=0.01$), half for each level when $f$ is scaled as in \eqref{mode}, so that it tends to $\mp1$ in the wells (scaled to $\int nf^2=2$ instead, $f$ differs from $\mp1$ there at order $A^2$, which adds first-order shifts of opposite sign that drop out of the sum), apart from a mutual repulsion $\mp\Delta^2/8\eta$ (for $\eta\gg\Delta$) that cancels in the sum. This term is the expansion of the two-level energy $\mp\sqrt{\eta^2+\Delta^2/4}$ of the next section. It is $4.1\times10^{-7}$ hartree at $R=10$, $\eta=0.01$, larger than the second-order shift of each level, but only $2.5\times10^{-13}$ hartree at $R=16$, $\eta=0.1$, where it is negligible. Write the shifted left orbital as $\phi_L(1+u)$ with level $\bar\varepsilon-\eta+\delta\varepsilon$. The step leading to \eqref{J} gives $(\phi_L^2u')'=2[\eta(f+1)-\delta\varepsilon]\phi_L^2(1+u)$. Between the left well and the middle, $f=-1$, $u\ll1$ and $\int_{-\infty}^x\phi_L^2\simeq1$, so $u'=-2\delta\varepsilon\,e^{2\kappa x}/A^2$ and
\begin{equation}
2\phi_L^2u=-\frac{2\,\delta\varepsilon}{\kappa}+\text{const}\times\phi_L^2 .
\end{equation}
The first term is a flat positive density over a length that grows as $R/2$, taken from the well. The mirror argument gives the right orbital a plateau $-2\,\delta\varepsilon_R/\kappa$ of the same sign. The left well gains charge at linear order, so while that gain exceeds the plateau charge (at $R=16$ about $7\times10^{-9}\times8=5.6\times10^{-8}$ against $1.0\times10^{-7}$) the left plateau only redistributes a positive $\delta n$. The right well already loses charge, so the right plateau adds twice its charge to $\int|\delta n|$, and $\int|\delta n|\simeq(a+bR)e^{-\kappa R}$. The plateau formula is checked on the left orbital with the computed $\delta\varepsilon$, which at $\eta=0.1$ contains higher orders in $\eta$ (the second-order value at $R=16$ is $-\eta^2\lambda_1/2=-4.36\times10^{-9}$ hartree). At $R=16$, $\eta=0.1$, the computed $\delta\varepsilon=-3.50\times10^{-9}$ hartree predicts $6.99\times10^{-9}$ per bohr, and the orbital shows $7.03\times10^{-9}$. For comparison, changing the two well depths by $\pm0.1$ hartree at $R=10$ gives $\int|\delta n|=7.8\times10^{-2}$, about 650 times more.

The regime ends when the raised level $-\kappa^2/2+\eta$ passes the lowest empty level on the lowered side, near $2\eta\simeq E_g$. At $2\eta=0.60$ hartree, 0.997 electron moves. The density therefore confines the offset to a window of half-width about $E_g$ and resolves it inside the window only through the tails.

\section{The opposite case: one shared orbital}

For $N=1$, or a doubly occupied bonding Kohn--Sham orbital, $n\propto\phi_0^2$ and $g=\phi_0f$. Then $\delta n=2\phi_0\delta\phi_0$ with $\delta\phi_0=-(H-\varepsilon_0)^{-1}Qg$, so the weighted operator is $2(H-\varepsilon_0)^{-1}Q$ with eigenvalues $2/(\varepsilon_a-\varepsilon_0)$. The step-like mode $f=\phi_1/\phi_0\simeq\tanh\kappa x$ has the largest, $2/\Delta$. Now $v-\varepsilon_0=\phi_0''/(2\phi_0)$ holds in both wells with the same constant. At $R=10$, $2/1.8160\times10^{-4}=1.101\times10^{4}$ per hartree, matched by finite differences and $3.1\times10^7$ times $\lambda_1$. Linear response holds only for $\eta\ll\Delta/2$. In the basis $\phi_{L,R}$ the Hamiltonian has diagonal $\mp\eta$ and coupling $-\Delta/2$; its ground energy is $-\sqrt{\eta^2+\Delta^2/4}$, whose derivative in $\eta$ is the imbalance $N_R-N_L=-\eta/\sqrt{\eta^2+\Delta^2/4}$. At $\eta=\Delta/2$ this is $-0.7071$, and the grid gives $-0.7070$.

\section{What to do}

First establish whether the occupied orbitals localize on the fragments with a gap. If they do, diagonalize the weighted response in the working basis and look for step-shaped modes with small eigenvalues. The floor $c$ was derived for a grid with one orbital per fragment; in an incomplete orbital basis, potentials whose products with the occupied orbitals fall outside the basis give further near-zero eigenvalues and no such floor exists. Estimate the charge $q$ that the target density may misplace, weighted with the step-shaped mode rather than counted across a dividing surface, for example from the difference of two basis sets, and compare $q(1/N_L+1/N_R)/\lambda_1$ with the accuracy needed. If it is too large, the offset has to come from outside the data, for instance from the known asymptotic value of the potential on each side, provided the density is resolved far enough out and, for unequal fragments, is read where the fragment's own orbital still dominates it (far enough out the more slowly decaying orbital takes over on both sides), and the choice should be reported. Regularization makes this choice silently: minimizing $(\lambda\eta-\lambda\eta_0)^2+\alpha^2\eta^2$ for one mode gives $\eta=\eta_0\lambda^2/(\lambda^2+\alpha^2)$, so for $\alpha\gg\lambda_1$ the offset stays at its starting guess while the density looks converged. On a grid with one occupied orbital per fragment, a relative density error, measured in the density-weighted norm, is amplified by at most about $1/c$ in the shape of the potential near the centre of a fragment, where the shift mode is constant; in the barrier, where the mode \eqref{mode} varies, the shape inherits the amplification $1/\lambda_1$; differences between levels on different fragments carry the full offset error, $2q/\lambda_1$ for one electron on each.

\section*{Values computed for the example and the checks}
\begin{verbatim}
int y^2 sech y dy = 7.751569; pi^3/8 = 3.8758
PT wells, kappa = 1 /bohr, h = 0.1 bohr, walls 10 bohr beyond wells
R=10 bohr: Delta=1.8160e-04 Ha, 4exp(-R)=1.8160e-04 Ha
  lam1=3.5189e-04, pi^3 exp(-R)/4=3.5192e-04, lam2=4.0874e-03 /Ha
  lam_step=3.6319e-04, 8exp(-R)=3.6320e-04, bound=7.1489e-04 /Ha
  max|f - formula|=5.2e-04, w=4.5322e-05, Eg=0.5072 Ha
R=12 bohr: Delta=2.4577e-05 Ha, 4exp(-R)=2.4577e-05 Ha
  lam1=4.7627e-05, pi^3 exp(-R)/4=4.7627e-05, lam2=4.0852e-03 /Ha
  lam_step=4.9152e-05, 8exp(-R)=4.9154e-05, bound=9.6933e-05 /Ha
  max|f - formula|=7.1e-05, w=6.1339e-06, Eg=0.5062 Ha
R=14 bohr: Delta=3.3261e-06 Ha, 4exp(-R)=3.3261e-06 Ha
  lam1=6.4456e-06, pi^3 exp(-R)/4=6.4457e-06, lam2=4.0832e-03 /Ha
  lam_step=6.6520e-06, 8exp(-R)=6.6522e-06, bound=1.3139e-05 /Ha
  max|f - formula|=1.3e-05, w=8.3014e-07, Eg=0.5054 Ha
R=16 bohr: Delta=4.5014e-07 Ha, 4exp(-R)=4.5014e-07 Ha
  lam1=8.7232e-07, pi^3 exp(-R)/4=8.7232e-07, lam2=4.0814e-03 /Ha
  lam_step=9.0025e-07, 8exp(-R)=9.0028e-07, bound=1.7805e-06 /Ha
  max|f - formula|=1.1e-05, w=1.1235e-07, Eg=0.5048 Ha
max of mode f (R=16) = 1.196
Gauss R=12 bohr: kappa=1.5412 /bohr, Delta=1.2114e-07 Ha
  lam1=4.1605e-08, pi^3 Delta/(16 kappa^4)=4.1605e-08 /Ha
R=10: c=4.0701e-03, 4h^2/pi^2=4.0528e-03 /Ha, s=0.999909
R=10, h=0.2 bohr: lam1=3.5189e-04, lam2=1.6467e-02 /Ha
finite-difference lam1 = 3.5189e-04 /Ha, relative L1 deviation 2.0e-05
eta=0.01 Ha, R=10: level-sum change=-3.5215e-08, -eta^2 lam1=-3.5189e-08 Ha
shift 2eta = 0.20 Ha = 5.44 eV
  R=10 bohr: charge moved=4.121e-05, lam1*eta=3.519e-05, int|dn|=1.212e-04 electrons
  R=12 bohr: charge moved=5.577e-06, lam1*eta=4.763e-06, int|dn|=1.762e-05 electrons
  R=14 bohr: charge moved=7.548e-07, lam1*eta=6.446e-07, int|dn|=2.553e-06 electrons
  R=16 bohr: charge moved=1.021e-07, lam1*eta=8.723e-08, int|dn|=3.685e-07 electrons
  (R=16)/(R=12)/exp(-4): charge 1.0000, int|dn| 1.1418
  R=16: de=-3.496e-09 Ha, plateau at x=-5.05 bohr=7.032e-09, -2de/kappa=6.992e-09 /bohr
control, depths changed by +-0.1 Ha (R=10): int|dn| = 7.849e-02 electrons
shift 2eta = 0.60 Ha > Eg: charge moved = 0.9967 electrons
inversion, q=1e-06 electrons: shift=5.6832e-03 Ha = 0.1546 eV
  2q/lam1=5.6836e-03 Ha, residual int|dn|=2e-13 electrons
  same q, R=14: 2q/lam1=0.310 Ha (linear estimate)
N=1, R=10: finite-difference lam=1.1013e+04, 2/Delta=1.1013e+04 /Ha
  ratio to lam1 of N=2: 3.130e+07
  eta=Delta/2=9.080e-05 Ha: N_right-N_left=-0.7070, two-level -0.7071
\end{verbatim}
